Density Fitting and the Auxiliary-Space Dyson Equation for Casida Excitations

**Light on a molecule, and too many integrals**

An oxygen molecule in an oscillating electric field along its bond develops an oscillating dipole. In a mean-field description, the field lifts electrons from occupied orbitals i to empty orbitals a. Each such transition q = (i→a, spin σ) changes the density, and the changed density acts back on every other transition. With N transitions there are N² couplings. In the calculation below, 62 orbital basis functions already give N = 862. The products φ_iφ_a are smooth overlapping clouds, so far fewer functions may suffice to describe them. The questions are what error this makes, and how small the response problem can become.

The setting is time-dependent density functional theory with real orbitals, integer occupations, and an adiabatic local functional without exact exchange. Hartree atomic units are used. Write ρ_q = φ_iφ_a and D_q = ε_a − ε_i > 0, and define the Coulomb product

(g|h) = ∫∫ g(r) h(r′)/|r−r′| dr dr′.

In Fourier space (g|g) is an integral of 4π|g_k|²/k², so it is positive unless g = 0. Hence ‖g‖ = √(g|g) is a norm.

**The response equation**

Let the total perturbing potential be u(r) cos ωt, with matrix elements u_q. To first order, orbital i acquires an amplitude c_q(t) of orbital a, which in the frame rotating with ε_i obeys

i dc_q/dt = D_q c_q + u_q cos ωt.

Insert c_q = X e^(−iωt) + Y e^(iωt) and match the two exponentials:

ωX = D_qX + u_q/2,  −ωY = D_qY + u_q/2,

X = u_q/[2(ω−D_q)],  Y = −u_q/[2(ω+D_q)].

Mixing among occupied orbitals leaves the density unchanged. The density change is therefore Σ_q(c_q + c_q*)ρ_q = cos ωt Σ_q x_qρ_q, where

x_q = 2(X+Y) = Π_q u_q,  Π_q = 2D_q/(ω²−D_q²).

The potential u contains the applied part and the response of the other electrons:

u_q = p_q + Σ_s K_qs x_s.

For a unit field along z, an electron feels the potential z, so p_q = ∫ρ_q z dr. The coupling K_qs is (ρ_q|ρ_s) plus a local exchange part, which is set aside for the moment.

**Two transitions and one fitting function**

Take N = 2 and one auxiliary function P with (P|P) = 1. Replace ρ_q by ρ̃_q = c_qP and call the residual δ_q = ρ_q − c_qP. With b_q = (P|ρ_q),

(δ_q|δ_q) = (ρ_q|ρ_q) − 2c_qb_q + c_q².

This is smallest at c_q = b_q, where (P|δ_q) = b_q − c_q = 0. The residual is Coulomb-orthogonal to P, so

(ρ₁|ρ₂) = (b₁P+δ₁|b₂P+δ₂) = b₁b₂ + (δ₁|δ₂).

The terms linear in a residual have vanished. The fitted coupling is b_qb_s, and its error is a product of two residuals.

Now put the fitted coupling into the response equation. Both transitions feel the same number y = b₁x₁ + b₂x₂:

x_q = Π_q(p_q + b_qy).

Multiply by b_q and add:

(1 − m)y = b₁Π₁p₁ + b₂Π₂p₂,  m = b₁²Π₁ + b₂²Π₂.

Two coupled equations have become one, whose dimension is the number of fitting functions. A free oscillation (p = 0, y ≠ 0) needs m(ω) = 1.

To compare with the two-dimensional problem, set p = 0 and x_q = √D_q v_q, and multiply the equation x_q/Π_q = b_qy by 2√D_q. This gives

(ω²−D_q²)v_q = 2√D_q b_q(b₁√D₁v₁ + b₂√D₂v₂).

With e_q = ω²−D_q², the determinant of this system is

(e₁−2D₁b₁²)(e₂−2D₂b₂²) − 4D₁D₂b₁²b₂²
= e₁e₂ − 2D₁b₁²e₂ − 2D₂b₂²e₁
= e₁e₂(1−m).

The zeros agree, except for roots that sit at a bare gap. If b₁ = 0, the middle line becomes e₁(e₂ − 2D₂b₂²); the root e₁ = 0 belongs to a transition that does not couple to P and is absent from m, and likewise for b₂ = 0. If D₁ = D₂ = D, the middle line becomes e[e − 2D(b₁²+b₂²)]. The root e = 0 is a combination with y = 0, which creates no fitted charge and stays at the bare gap. It does not appear as a zero of 1−m. At bare gaps one must return to the undivided equation.

**The fitting error in general**

Take N_aux linearly independent functions P, with V_PQ = (P|Q) and J_Pq = (P|ρ_q). For ρ̃_q = Σ_P C_Pq P,

(δ_q|δ_q) = (ρ_q|ρ_q) − 2Σ_P C_PqJ_Pq + Σ_PQ C_PqV_PQC_Qq.

Setting the derivative with respect to C_Pq to zero gives VC = J. This is the minimum because V is positive definite. Then (P|δ_q) = J_Pq − (VC)_Pq = 0 for every P, so (ρ̃_q|δ_s) = 0 for every pair, and

(ρ_q|ρ_s) = (ρ̃_q|ρ̃_s) + (ρ̃_q|δ_s) + (δ_q|ρ̃_s) + (δ_q|δ_s)
= (ρ̃_q|ρ̃_s) + (δ_q|δ_s).

This is an identity, not an expansion. If all residuals shrink by a factor t, the error shrinks by t². The Cauchy–Schwarz inequality bounds it by ‖δ_q‖‖δ_s‖.

The error matrix G_qs = (δ_q|δ_s) also has a sign, since Σ_qs w_qG_qsw_s = ‖Σ_q w_qδ_q‖² ≥ 0. To see its effect on excitations, write the response equation as x_q/Π_q − (Kx)_q = p_q, set x = √D v, and multiply by 2√D:

(ω²−Ω)v = 2√D p,  Ω = D² + 2√D K √D.

This is Casida's equation, with D a diagonal matrix. The eigenvalues of Ω are the squared excitation energies ω_n². Fitting the Hartree part alone subtracts 2√D G √D, a positive semidefinite matrix. By the min-max principle no ordered eigenvalue can rise. For a non-degenerate state with normalised eigenvector Z, first-order perturbation theory in G gives

shift of ω_n² ≈ −2‖Σ_q Z_q√D_q δ_q‖²,

which is again second order in the residuals.

**Where second order is lost**

The result rests on the cross terms vanishing, which requires the metric of the fit to match the interaction. If the coefficients come from the overlap metric, (ρ̃_q|δ_s) is in general not zero, and the error is first order.

The same happens to the exchange kernel. The exchange-only local density functional is

E_x = −(3/4)(6/π)^(1/3) Σ_σ∫n_σ^(4/3) dr.

Its second derivative brings a factor (4/3)(1/3) = 4/9, so

f_σ = −(1/3)(6/π)^(1/3) n_σ^(−2/3),

and it couples equal spins only. For Coulomb-fitted densities,

∫ρ_q f ρ_s − ∫ρ̃_q f ρ̃_s = ∫ρ̃_q f δ_s + ∫δ_q f ρ̃_s + ∫δ_q f δ_s.

The first two terms generally survive. The combination ∫ρ̃_q f ρ_s + ∫ρ_q f ρ̃_s − ∫ρ̃_q f ρ̃_s removes them and leaves the error ∫δ_q f δ_s, but it needs the unfitted densities as well.

Even then, a small Coulomb norm does not guarantee a small error. The factor 1/k² makes rapid oscillations cheap in the Coulomb norm, while a local kernel gives them no such discount. Moreover, |f_σ| grows without bound where n_σ → 0. With Gaussian functions this can be made precise. Let β be the smallest orbital exponent, so that far out n_σ ~ e^(−2βr²) and |f_σ| ~ e^(4βr²/3). The product ρ_qρ_s falls at least as e^(−4βr²), so the unfitted integral converges. A product of two fitting functions with exponent γ falls only as e^(−2γr²), so the fitted integral converges only if γ > 2β/3. The program never lets n_σ fall below 10⁻¹². Where the condition holds, the integral converges as the floor is lowered, and this floor is harmless if γ lies well above 2β/3; where it fails, the floor and the grid decide the value of the integral.

**The Dyson equation in the auxiliary space**

Factor V = LLᵀ and set B = L⁻¹J. The fitted Hartree coupling is

CᵀVC = JᵀV⁻¹J = BᵀB.

For the exchange part let F_σ have elements ∫P f_σ Q dr, taken with the density floor where the integral would otherwise diverge. Since C = V⁻¹J = L⁻ᵀB, the fitted exchange coupling for spin σ is B_σᵀ(L⁻¹F_σL⁻ᵀ)B_σ. Exchange distinguishes the spins, so B is now arranged with separate blocks B_↑ and B_↓ on its diagonal. Both parts together are

K = BᵀWB,  W_σσ′ = 1 + δ_σσ′ L⁻¹F_σL⁻ᵀ,

where 1 is the N_aux-dimensional unit matrix and δ_σσ′ is the Kronecker symbol. The steps of the small example now carry over. With y = Bx and Π the diagonal matrix of Π_q,

x = Π(p + BᵀWy).

Multiply by B, and define M = BΠBᵀ and g = BΠp:

(1 − MW)y = g.

This has dimension 2N_aux. For the Hartree kernel alone, both spins feel the same potential. One then places B_↑ and B_↓ side by side, uses W = 1, and the dimension is N_aux.

The electronic dipole is minus the mean of z, so the polarizability is

α(ω) = −pᵀx = −(pᵀΠp + gᵀWy).

The dipoles p are never fitted. Given the fitted kernel, this reduction adds no further approximation.

For the excitations, divide ω²−Ω by ω²−D² and use det(1−XY) = det(1−YX). That identity follows from computing the determinant of the block matrix with rows (1, X) and (Y, 1) by eliminating either off-diagonal block. Choose X = (ω²−D²)⁻¹2√D Bᵀ and Y = WB√D. Then YX = WBΠBᵀ = WM, and

det(ω²−Ω)/det(ω²−D²) = det(1−WM) = det(1−MW).

The price of the smaller dimension is that M depends on ω. It must be rebuilt, at a cost proportional to N·N_aux², for each frequency.

**Lanczos with the factored coupling**

An iterative solver avoids rebuilding M. It needs only products Ωv, which can be formed from right to left as D²v + 2√D Bᵀ(W(B(√D v))) without storing K. From Casida's equation, x = √D(ω²−Ω)⁻¹2√D p, and therefore

α(ω) = 2sᵀ(Ω−ω²)⁻¹s,  s = √D p.

Start from q₁ = s/|s| and orthonormalise successive products with Ω. Since Ωq_k lies in the span of q₁,…,q_(k+1), and Ω is symmetric, q_kᵀΩq_m = 0 for k < m−1. The projection T_m = QᵀΩQ, where the columns of Q are q₁,…,q_m, is thus tridiagonal.

For positive Ω the static value has a variational form:

sᵀΩ⁻¹s = max over v of (2sᵀv − vᵀΩv),

because the maximum lies at Ωv = s. Restrict v to Qc. Then T_mc = Qᵀs = |s|e₁, with e₁ the first unit vector, and

α(0) ≈ 2|s|²(T_m⁻¹)₁₁.

Enlarging the space cannot lower a maximum, so the estimate approaches its limit from below. Above the lowest excitation Ω−ω² is no longer positive, and this argument fails.

**Triplet O₂**

The bond length is set to 1.21 Å, with exchange-only local density theory and the def2-TZVP basis. Correlation, relativity, nuclear motion and the incompleteness of the orbital basis are left out. "Unfitted" values are references for the fitting error alone, not for experiment. The Weigend Coulomb-fitting set has N_aux = 98, and def2-universal-jkfit, called the larger set here, has N_aux = 154.

In the larger set, the valence spin-up transition with the largest residual has self-energy (ρ|ρ) = 0.012254 hartree and fitting error 0.002695 hartree. The relative error is

0.002695/0.012254 = 0.22,

while the relative residual norm is √0.22 = 0.47. A poor fit thus gives a less poor integral. Integrating the residual against its own potential on a real-space grid also gives 0.002695 hartree, as the identity requires. Over all spin-up pairs, the largest Hartree error is 0.0086 hartree in the Coulomb metric and 0.109 hartree in the overlap metric.

To test the orders, a multiple t of this transition density was added to a density inside the auxiliary space. The error scaled as t² for the Coulomb fit and as t for the overlap fit. For the local kernel it scaled as t in the plain form and as t² in the corrected form.

The first excitation with a z strength 2(pᵀ√D Z)² above 0.05 lies at 0.33686 hartree, or 9.166 eV, without fitting. Four spin-down transitions with a common gap of 7.197 eV carry 90% of its weight. That number fits two degenerate π orbitals feeding two degenerate π* orbitals, though the program does not assign symmetries. These energies belong to this orbital basis and are not converged: with diffuse functions added (def2-TZVPD) the smallest orbital gap moves from 7.197 to 7.123 eV, and the first excitation with a z strength above 0.05 lies at 7.64 eV and need not be the same state. Fitting shifts the excitation as follows:

- 98 functions: −0.213 meV with only the Hartree part fitted, −0.014 meV with both parts fitted.
- 154 functions: −0.015 meV with only the Hartree part fitted, −4.617 meV with both parts fitted and the density floor at 10⁻¹².

The Hartree shifts are negative, as derived, and smaller in the larger set. The exchange part behaves differently. In the first set it contributes −0.014 + 0.213 = +0.199 meV, so the small total is a cancellation. In the second it contributes −4.617 + 0.015 = −4.602 meV. The largest error of an exchange element is 0.038 hartree in the first set and, at this floor, 1.11 hartree in the second.

The exchange numbers of the larger set are not converged properties of that set. The smallest orbital exponent is β = 0.1748 bohr⁻², so fitting functions need γ > 0.1165. The Weigend set, with smallest exponent 0.2371, meets this, and its values do not depend on the floor. The larger set, with 0.0950, does not: its F_σ diverges in the outer region as the floor is removed. On the grid used here, with 45 radial and 194 angular points per atom, the shift with both parts fitted is −0.99 meV for a floor of 10⁻⁸ and −39.9 meV for 10⁻¹⁴, and at 10⁻¹⁶ Ω acquires a negative eigenvalue. With 70 radial and 302 angular points, the shift for 10⁻¹⁴ becomes −21.0 meV. The exponent 0.0950 belongs to one p shell per atom. With that shell removed, 148 functions remain, the smallest exponent is 0.1514, and on the 45 × 194 grid the shift is −0.75, −0.77 and −0.78 meV for floors of 10⁻⁸, 10⁻¹² and 10⁻¹⁶. The divergence therefore comes from that shell. A better Coulomb fit is thus no guarantee of a usable local kernel. A single excitation can also mislead. Over the 40 lowest excitations, compared in order of energy, the root-mean-square shift in the Weigend set is 3.4 meV with only the Hartree part fitted and 15.8 meV with both parts fitted. In the larger set, at the floor of 10⁻¹², the two values are 2.5 and 48.8 meV. For this molecule and these sets, the safer choice is therefore to fit the Hartree part and evaluate exchange on the grid. Lanczos allows this, but the compact Dyson equation is then given up.

With both parts fitted, the Dyson matrix has dimension 2 × 154 = 308 instead of 862. At the fitted excitation energy the smallest eigenvalue of 1−MW has magnitude 6×10⁻¹¹, against 0.55 at an energy 0.01 hartree higher. The static polarizability along the bond is 14.3405 bohr³ at the floor of 10⁻¹², both from the Dyson equation and from the sum over all fitted states. The unfitted value is 14.3395 bohr³, and self-consistent calculations in fields of ±0.002 atomic units give 14.3403 bohr³. That last comparison checks the static response, including the weight of K relative to D in Ω. It does not test the frequency scale of Ω, which rests on the derivation above. The polarizability itself is far from the basis-set limit: in def2-TZVPD the unfitted value is 16.35 bohr³, about 2 bohr³ higher.

Lanczos falls short of the fitted limit by 52% after 20 steps, 3.3% after 80, and about 9×10⁻⁸ in relative terms after 160. With W treated as a dense matrix, one product with the factored K takes

2 × 862 × 154 + 4 × 154² = 360,360

multiplications, against 862² = 743,044 for the dense matrix. The saving is only a factor of two here. It grows with the system: N rises as the square of the system size and N_aux linearly, so the dense product scales as the fourth power and the factored one as the third. The numerical check that follows works at the floor of 10⁻¹² on the 45 × 194 grid; the smallest exponents, the shifts for other floors and for the finer grid, the averages over 40 excitations, and the values for the 148-function set and for def2-TZVPD are not part of its printed output.

Values computed for the example and the checks

```
bond length (chosen): 1.21 angstrom
total energy: -148.222374 hartree
orbital basis functions: 62
transitions spin up, spin down, total: 477, 385, 862
smallest orbital gap: 0.26447 hartree
N_aux, small set (Weigend Coulomb fitting): 98
N_aux, main set (def2-universal-jkfit): 154
Dyson dimension, main set, Hartree+exchange: 308
max Hartree element error, small set: 8.435e-02 hartree
max Hartree element error, main set: 8.671e-03 hartree
max local-exchange element error, small set: 3.787e-02 hartree
max local-exchange element error, main set: 1.112e+00 hartree
max spin-up Hartree error, main set, Coulomb metric: 8.637e-03 hartree
max spin-up Hartree error, main set, overlap metric: 1.094e-01 hartree
tested transition, spin up: occupied 9 to virtual 51
its exact Coulomb self-energy: 0.012254 hartree
its fitting error from integrals: 2.6948e-03 hartree
its residual self-energy by quadrature: 2.6947e-03 hartree
error order, Coulomb metric: 2.000
error order, overlap metric: 1.000
error order, local kernel plain: 1.000
error order, local kernel robust: 2.000
first bright z excitation, unfitted: 0.336861 hartree = 9.1664 eV
its z strength 2(p.sqrt(D)Z)^2: 0.5628
its leading orbital gap: 7.1966 eV, spin down
transitions sharing that gap: 4, total weight 0.9017
shift, small set, Hartree fitted only: -0.2133 meV
shift, small set, all fitted: -0.0138 meV
shift, main set, Hartree fitted only: -0.0152 meV
shift, main set, all fitted: -4.6170 meV
smallest |eigenvalue| of 1-MW at fitted excitation: 5.52e-11
same, 0.01 hartree above it: 5.47e-01
log determinant ratio at omega=0.5i, transitions: -1.28248036
log determinant at omega=0.5i, 2 N_aux space: -1.28248036
Hartree-only log determinant ratio, transitions: 10.69825952
Hartree-only log determinant, N_aux space: 10.69825952
field strength for finite difference: 0.002 a.u.
static alpha_zz, finite field: 14.34028 bohr^3
static alpha_zz, unfitted response: 14.33954 bohr^3
static alpha_zz, auxiliary Dyson: 14.34054 bohr^3
static alpha_zz, fitted sum over states: 14.34054 bohr^3
alpha_zz at omega=0.5i, auxiliary Dyson: 8.30164 bohr^3
alpha_zz at omega=0.5i, fitted sum over states: 8.30164 bohr^3
Lanczos 20 steps: alpha_zz 6.87425 bohr^3, relative deficit 5.2e-01
Lanczos 40 steps: alpha_zz 11.63615 bohr^3, relative deficit 1.9e-01
Lanczos 80 steps: alpha_zz 13.87425 bohr^3, relative deficit 3.3e-02
Lanczos 160 steps: alpha_zz 14.34053 bohr^3, relative deficit 8.7e-08
Lanczos 240 steps: alpha_zz 14.34054 bohr^3, relative deficit 2.9e-13
multiplications per product, dense K: 743044
multiplications per product, factored K: 360360
```
